# Hydrogen 1s in a Uniform Field: First-Order State and Polarizability

## The situation and the model

A hydrogen atom in its ground state sits between the plates of a capacitor. The field pulls the electron one way and the nucleus the other, and the atom acquires a dipole moment proportional to the field as long as the field is weak. The constant of proportionality is the polarizability \(\alpha\).

Second-order perturbation theory gives \(\alpha\) as a sum over all excited states, including those of the ionized atom. Here the sum can be avoided by solving one inhomogeneous differential equation for the first-order change of the wave function. This is the Dalgarno–Lewis or Sternheimer approach. For hydrogen 1s the solution is a short closed expression, which makes it a good reference for a numerical response code.

The model is a nonrelativistic electron bound to a fixed point nucleus. In atomic units (\(\hbar=m_e=e=4\pi\varepsilon_0=1\)), lengths are in bohr, \(a_0\), and energies in hartree. The unperturbed problem is

\[
H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\]

The field has strength \(F\) and points along \(+z\). The electron has charge \(-1\), so the force on it is \(-F\hat{\mathbf z}\) and its potential energy is \(+Fz\). The full Hamiltonian is \(H=H_0+Fz\). The results to be derived are

\[
\psi_1=-z\left(1+\frac r2\right)\psi_0,\qquad \alpha=\frac92\,a_0^3 ,
\]

where \(F\psi_1\) is the first-order change of the state. The value of \(\alpha\) is exact within this model; nuclear motion, relativity and radiative effects are left out.

## The first-order equation

Insert \(\psi=\psi_0+F\psi_1+F^2\psi_2+\dots\) and \(E=E_0+FE_1+F^2E_2+\dots\) into \(H\psi=E\psi\). The terms linear and quadratic in \(F\) give

\[
(H_0-E_0)\psi_1=(E_1-z)\psi_0,
\]
\[
(H_0-E_0)\psi_2=(E_1-z)\psi_1+E_2\psi_0 .
\]

Take the inner product of each with \(\psi_0\). The left sides vanish, because \(H_0\) is Hermitian and \((H_0-E_0)\psi_0=0\). The first line gives \(E_1=\langle\psi_0|z|\psi_0\rangle=0\), since \(\psi_0^2\) is even and \(z\) is odd under inversion. The second then gives \(E_2\):

\[
(H_0-E_0)\psi_1=-z\psi_0,\qquad E_2=\langle\psi_0|z|\psi_1\rangle. \tag{1}
\]

We choose \(\langle\psi_0|\psi_1\rangle=0\), which keeps the norm equal to 1 through first order. A multiple of \(\psi_0\) added to \(\psi_1\) would not change \(E_2\), because \(\langle z\rangle=0\).

The polarizability is defined by \(E=E_0-\tfrac12\alpha F^2+\dots\), so \(\alpha=-2E_2\). The same constant governs the dipole. Since the electron has charge \(-1\),

\[
d=-\langle z\rangle=-2F\langle\psi_0|z|\psi_1\rangle+\dots=-2FE_2+\dots=\alpha F+\dots .
\]

The factor 2 comes from the two equal cross terms in \(\langle\psi_0+F\psi_1|z|\psi_0+F\psi_1\rangle\).

The factor \(\tfrac12\) in the energy also has a direct meaning. The interaction energy is \(F\langle z\rangle=-\alpha F^2\) to this order. Distorting the atom costs

\[
F^2\langle\psi_1|H_0-E_0|\psi_1\rangle=-F^2\langle\psi_1|z|\psi_0\rangle=+\tfrac12\alpha F^2 ,
\]

and the sum is \(-\tfrac12\alpha F^2\).

## Removing the Coulomb potential

Write \(\psi_1=f\psi_0\). The product rule gives

\[
\nabla^2(f\psi_0)=f\nabla^2\psi_0+2\nabla f\cdot\nabla\psi_0+\psi_0\nabla^2f .
\]

Therefore

\[
(H_0-E_0)(f\psi_0)=f(H_0-E_0)\psi_0-\nabla f\cdot\nabla\psi_0-\tfrac12\psi_0\nabla^2f .
\]

The first term on the right is zero, and the Coulomb potential goes with it. For the 1s state \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\), so \(-\nabla f\cdot\nabla\psi_0=+\psi_0\,\partial f/\partial r\). Equation (1) becomes, after division by \(-\psi_0\),

\[
\tfrac12\nabla^2f-\frac{\partial f}{\partial r}=z. \tag{2}
\]

Division by \(\psi_0\) is allowed because the 1s function has no nodes. For a state with nodes, \(f\) could be singular there.

The source is \(z=r\cos\theta\), and the operator in (2) does not mix angular momenta. We therefore set \(f=g(r)\cos\theta\). The angular part of the Laplacian acts on \(\cos\theta\) as \(-l(l+1)/r^2=-2/r^2\), which leaves

\[
L[g]\equiv\tfrac12\left(g''+\frac2r g'-\frac2{r^2}g\right)-g'=r. \tag{3}
\]

## Solving the radial equation

The action of \(L\) on a power follows from \(n(n-1)+2n-2=(n-1)(n+2)\):

\[
L[r^n]=\tfrac12(n-1)(n+2)\,r^{n-2}-n\,r^{n-1}. \tag{4}
\]

In particular \(L[r]=-1\), \(L[r^2]=2-2r\) and \(L[r^3]=5r-3r^2\). For the trial function \(g=ar+br^2+cr^3\), equation (3) reads

\[
(-a+2b)+(-2b+5c)r-3cr^2=r .
\]

The \(r^2\) terms give \(c=0\). The terms linear in \(r\) then give \(b=-\tfrac12\), and the constant terms give \(a=2b=-1\). Hence

\[
g=-r-\frac{r^2}{2},\qquad \psi_1=-z\left(1+\frac r2\right)\psi_0. \tag{5}
\]

This function is odd under inversion, so it is orthogonal to \(\psi_0\) as required.

### Why no other solution is acceptable

Two solutions of (3) differ by a solution of \(L[g]=0\). One such solution is

\[
g_A=\frac1{r^2}+\frac2r+2 .
\]

Equation (4) gives \(L[r^{-2}]=2r^{-3}\), \(L[2r^{-1}]=-2r^{-3}+2r^{-2}\) and \(L[2]=-2r^{-2}\), whose sum is zero. For a second solution put \(g=e^{2r}h\). Differentiation gives

\[
L[e^{2r}h]=e^{2r}\left[\tfrac12h''+\frac{h'}r-\frac h{r^2}+h'+\frac{2h}r\right].
\]

With \(h=r^{-2}\), the \(r^{-4}\) terms are \(3-2-1=0\) and the \(r^{-3}\) terms are \(-2+2=0\). Thus \(g_B=e^{2r}/r^2\) also solves the homogeneous equation.

The general addition to \(g\) is \(Ag_A+Bg_B\). At large \(r\), \(g_B\psi_0\) grows as \(e^{r}/r^2\), and \(g_A\) cannot cancel it, so normalizability requires \(B=0\). Near the origin, \(g_A^2r^2\) behaves as \(r^{-2}\), whose integral diverges, so \(A=0\). Other angular momenta have no source. A normalizable homogeneous solution there would be another bound eigenstate with energy \(E_0\), and the 1s level has none apart from \(\psi_0\) itself, which orthogonality removes.

This argument matters for a numerical solver. The combination

\[
\frac{e^{2r}-1-2r-2r^2}{r^2}=\frac{4r}{3}+\dots
\]

is regular at the origin but grows exponentially. An integration started at the origin with a slightly wrong slope picks up this solution. The condition of decay at large \(r\) must therefore be imposed, for example by solving a boundary-value problem or by using decaying basis functions.

## Energy and polarizability

Insert (5) into \(E_2=\langle\psi_0|z|\psi_1\rangle\):

\[
E_2=-\langle z^2\rangle-\tfrac12\langle z^2r\rangle ,
\]

where the averages are taken in \(\psi_0\). Spherical symmetry gives \(\langle z^2r^k\rangle=\tfrac13\langle r^{k+2}\rangle\). The radial averages are

\[
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{n+1}} ,
\]

so \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=\tfrac{15}2\). Then \(\langle z^2\rangle=1\), \(\langle z^2r\rangle=\tfrac52\), and

\[
E_2=-1-\frac54=-\frac94,\qquad \alpha=-2E_2=\frac92 .
\]

The two terms of \(\psi_1\) contribute 2 and 2.5 to \(\alpha\). The term with the extra factor \(r/2\) is thus the larger one. Neither term has the form of a rigid shift, so the field does not simply displace the electron cloud as a rigid body. A small rigid shift by \(\delta\) along \(z\) would give \(\psi_0-\delta\,\partial\psi_0/\partial z=\psi_0(1+\delta z/r)\), whose relative change along a fixed direction is independent of \(r\). In (5) the relative change grows with distance.

In SI units the factor is \(4\pi\varepsilon_0a_0^3\), so \(\alpha=7.42\times10^{-41}\ \mathrm{C\,m^2/V}\). The polarizability volume is \(0.6668\ \text{Å}^3\). These are fixed-nucleus values. The finite proton mass multiplies them by \((1+m_e/m_p)^3\), an increase of 0.16%, which gives \(0.6679\ \text{Å}^3\) and \(7.43\times10^{-41}\ \mathrm{C\,m^2/V}\).

For a one-electron ion with its nucleus of charge \(Z\) held fixed, set \(\mathbf r=\mathbf r'/Z\). The Hamiltonian becomes \(Z^2\) times the hydrogen Hamiltonian in a field \(F/Z^3\). The second-order energy is then \(-\tfrac94Z^2(F/Z^3)^2\), and \(\alpha=9/(2Z^4)\). Stronger binding makes the ion much harder to polarize.

## Forms suited to implementation

### Radial solver

A radial solver can work with reduced radial functions, defined by \(\psi=(u/r)Y_{l0}\). Here \(u_0=2re^{-r}\). Because \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\), equation (1) takes the form

\[
\left[-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12\right]u_1=-\frac{r\,u_0}{\sqrt3}. \tag{6}
\]

The term \(1/r^2\) is \(l(l+1)/(2r^2)\) for \(l=1\), and the last \(\tfrac12\) is \(-E_0\). Since \(\cos\theta/\sqrt\pi=(2/\sqrt3)Y_{10}\), solution (5) becomes

\[
u_1=-\frac2{\sqrt3}\left(r^2+\frac{r^3}2\right)e^{-r},\qquad
\alpha=-\frac2{\sqrt3}\int_0^\infty u_0\,r\,u_1\,dr .
\]

The integral confirms the factors:

\[
\alpha=\frac83\int_0^\infty\left(r^4+\frac{r^5}2\right)e^{-2r}dr
=\frac83\left(\frac34+\frac{15}{16}\right)=\frac92 .
\]

The two integrands peak at \(r=2\) and \(r=2.5\). A radial grid must resolve this region well, which lies outside the maximum of \(u_0^2\) at \(r=1\).

### Basis sets and the sign of the error

For a real trial function \(\phi\), define

\[
J[\phi]=\langle\phi|H_0-E_0|\phi\rangle+2\langle\phi|z|\psi_0\rangle .
\]

Put \(\phi=\psi_1+\delta\). The terms linear in \(\delta\) cancel by (1), and

\[
J[\phi]=E_2+\langle\delta|H_0-E_0|\delta\rangle\ge E_2 ,
\]

because \(E_0\) is the lowest eigenvalue of \(H_0\). With exact \(\psi_0\) and \(E_0\), minimizing \(J\) in a finite basis therefore cannot overestimate \(\alpha=-2E_2\), and the error is quadratic in \(\delta\).

A one-function example shows the size of the effect. Take \(\phi=-cz\psi_0\). For \(\phi=f\psi_0\), the product rule used above can be written as \((H_0-E_0)(f\psi_0)=-\nabla\cdot(\psi_0^2\nabla f)/(2\psi_0)\). Integration by parts then gives

\[
\langle f\psi_0|H_0-E_0|f\psi_0\rangle=\tfrac12\int\psi_0^2|\nabla f|^2\,d^3r=\frac{c^2}2 .
\]

Hence \(J=c^2/2-2c\), with minimum \(-2\) at \(c=2\). The estimate is \(\alpha=4\), which is 11% below the exact value. Adding the function \(zr\psi_0\) to the basis removes the error, since (5) then lies in its span.

### Comparison with a sum over states

Expand \(\psi_1\) in eigenstates \(|k\rangle\) of \(H_0\). Projection of (1) gives the coefficients \(-\langle k|z|0\rangle/(E_k-E_0)\), and

\[
\alpha=2\sum_{k\ne0}\frac{|\langle k|z|0\rangle|^2}{E_k-E_0}.
\]

The sum includes an integral over continuum states, and angular momentum selects p states. Evaluated separately, its parts are:

- 2p alone: 2.960
- all bound p states, including 2p: 3.663
- continuum p states: 0.837

The bound and continuum parts add to 4.500. All terms are positive, so leaving out the continuum makes \(\alpha\) too small, by 18.6% of its full value. This loss remains however many bound states are included.

The bound states alone cannot represent (5). The response decays as a polynomial times \(e^{-r}\), while the bound \(np\) function decays as a polynomial times \(e^{-r/n}\), with \(n\ge2\). In a finite combination of bound states the most slowly decaying member survives at large \(r\), so no such combination equals (5). The infinite bound series does not suffice either: the continuum part of \(\alpha\) is nonzero, so the continuum coefficients \(-\langle k|z|0\rangle/(E_k-E_0)\) of \(\psi_1\) do not all vanish, and these components are orthogonal to every bound state. In equation (1) the continuum is included without being constructed.

## A worked field strength

Choose \(F=0.002\) atomic units. This is \(1.0\times10^{9}\) V/m: weak on the atomic scale and convenient for a finite-field calculation, but far above the breakdown field of air, about \(3\times10^{6}\) V/m. The linear dipole and the second-order shift are

\[
d=4.5\times0.002=0.0090\ e a_0,
\]
\[
-\tfrac12\alpha F^2=-\tfrac12(4.5)(0.002)^2=-9.000\times10^{-6}\ \text{hartree}.
\]

The dipole is positive: the electron moves towards \(-z\), and the dipole points along the field.

Diagonalizing \(H_0+Fz\) in a finite Laguerre basis, without using \(\psi_1\), gives a dipole of \(0.0090018\ e a_0\) and a shift of \(-9.00089\times10^{-6}\) hartree. The remainder beyond second order is \(-8.89\times10^{-10}\) hartree, about 0.01% of the second-order shift.

Reflection \(z\to-z\) turns \(F\) into \(-F\) without changing the spectrum, so the energy expansion contains even powers of \(F\). The leading remainder should then scale as \(F^4\) and grow by a factor 16 when the field is doubled. The computed factor is 16.02.

This scaling gives a practical way to extract \(\alpha\) from a finite-field code. Let \(\Delta E(F)=E(F)-E_0\) and

\[
A(F)=-\frac{2\,\Delta E(F)}{F^2}=\alpha+\gamma F^2+\dots ,
\]

where \(\gamma\) is a constant. Then

\[
\frac{4A(F)-A(2F)}3=\alpha+\frac{4\gamma F^2-4\gamma F^2}{3}+\dots ,
\]

and the quadratic error cancels. From the fields 0.002 and 0.004 this gives \(\alpha=4.50000\) to five decimals. A much smaller field is not automatically better: \(\Delta E\) is a small difference between energies near \(-0.5\) hartree, and rounding errors are divided by \(F^2\).

The wave function can be checked point by point as well. To first order the density is

\[
|\psi_0+F\psi_1|^2=\psi_0^2\left[1-2Fz\left(1+\frac r2\right)\right]+O(F^2).
\]

On the negative \(z\) axis, \(\psi_1/\psi_0=r(1+r/2)\). At \(r=1\), 2 and 4 this ratio is 1.5, 4 and 12. The part of the diagonalized wave function that is odd in \(z\), taken at the smaller field \(10^{-4}\), reproduces these values to the four decimals printed. At \(F=0.002\) the corresponding first-order density increases, with terms of order \(F^2\) left out, are

\[
2(0.002)(1.5)=0.6\%,\qquad 2(0.002)(4)=1.6\%,\qquad 2(0.002)(12)=4.8\% .
\]

## Where the expansion fails

The relative correction grows with distance, so a weak field does not make it small everywhere. On the axis, \(|F\psi_1|=\psi_0\) when \(Fr(1+r/2)=1\), or \(r^2+2r-2/F=0\). The positive root is

\[
r=-1+\sqrt{1+\frac2F}=-1+\sqrt{1001}=30.6\,a_0
\]

for \(F=0.002\). On the positive axis the first-order wave function even changes sign there. The first-order result cannot be trusted pointwise at such distances, and it degrades earlier: at \(r=10\) on the negative axis it gives a density increase of 24%, against about 27% when higher orders are kept. The energy and dipole are hardly affected, because their integrands carry the factor \(e^{-2r}\) and come mainly from a few bohr. A property that weights the far tail, such as the ionization rate, needs a different treatment.

There is also a limitation of principle. On the negative axis at distance \(s\), the potential energy is \(-1/s-Fs\), which rises to a maximum of \(-2\sqrt F\) at \(s=F^{-1/2}\) (about \(-0.089\) hartree at \(22.4\,a_0\) for \(F=0.002\)) and falls without limit beyond it. For any nonzero \(F\) the electron can therefore escape, and the 1s level becomes a resonance with a finite lifetime. In a weak field the escape is by tunnelling: the maximum \(-2\sqrt F\) lies above \(E_0=-\tfrac12\) as long as \(F<1/16\). In a stronger field this on-axis maximum falls below \(E_0\), but \(F=1/16\) is not a sharp threshold for hydrogen. The problem separates in parabolic coordinates, and the motion towards \(-z\) still meets an effective barrier up to about \(F=0.11\) when the unshifted energy is used. The width grows smoothly through \(1/16\) and is only about \(0.002\) hartree at \(F=0.07\). The polarizability remains well defined as the second-order coefficient of the weak-field expansion. A Hermitian matrix in a finite, localized basis returns real energies, so its lowest eigenvalue by itself carries no decay width. Its agreement with (5) confirms the weak-field response and says nothing about the lifetime. The lowest eigenvalue is the 1s level only while the basis does not reach the region where \(-Fs\) falls below \(E_0\), roughly \(s>1/(2F)\), or \(250\,a_0\) for \(F=0.002\). In a more extended basis the lowest eigenvalue belongs to a state far out on the \(-z\) side, and the 1s-like level must be picked by its overlap with \(\psi_0\).

## Values computed for the example and the checks

```
Atomic units (a.u.) unless another unit is shown
coefficient a of r in g: -1
coefficient b of r^2 in g: -1/2
coefficient c of r^3 in g: 0
<z^2>: 1.000000 a0^2
<z^2 r>: 2.500000 a0^3
second-order energy coefficient E2: -2.250000 a.u.
alpha from the z term: 2.000000 a0^3
alpha from the z*r/2 term: 2.500000 a0^3
alpha from psi1: 4.500000 a0^3
alpha from diagonalization: 4.499999 a0^3
alpha volume: 0.66683 angstrom^3
alpha in SI: 7.41950e-41 C m^2/V
2p contribution to alpha: 2.95962 a0^3
all bound p states: 3.66326 a0^3
continuum p states: 0.83674 a0^3
bound plus continuum: 4.50000 a0^3
continuum share of alpha: 18.59 %
chosen field F: 0.0020 a.u.
linear induced dipole: 0.0090000 e a0
dipole from diagonalization: 0.0090018 e a0
second-order energy shift: -9.000000e-06 hartree
shift from diagonalization: -9.000889e-06 hartree
higher-order remainder: -8.891e-10 hartree
remainder ratio when F doubles: 16.017
field for pointwise psi1 test: 1.0e-04 a.u.
z = -1 a0: psi1/psi0 formula 1.5000 a.u.
  psi1/psi0 from diagonalization 1.5000 a.u.
  first-order density change at chosen F 0.60 %
z = -2 a0: psi1/psi0 formula 4.0000 a.u.
  psi1/psi0 from diagonalization 4.0000 a.u.
  first-order density change at chosen F 1.60 %
z = -4 a0: psi1/psi0 formula 12.0000 a.u.
  psi1/psi0 from diagonalization 12.0000 a.u.
  first-order density change at chosen F 4.80 %
axis radius where |F psi1| = psi0: 30.64 a0
```
